# Static and Differential Lengths in the Capacitance of an Inversion Layer

A gate attracts electrons to the surface of a p-type semiconductor. Quantum confinement keeps them a few nanometres from the insulator, so the layer adds a capacitance in series with the oxide. This problem asks which length sets that capacitance when the electron density is changed slightly, and which pair of terminals reads it.

**Model and conventions.** The semiconductor, of permittivity $\epsilon$, fills $z>0$. The oxide has capacitance $C_{ox}$ per area, and the gate is a metal. The layer holds $N$ electrons per area with volume density $n(z)$ and centroid

$$z_{av}=\frac1N\int_0^\infty z\,n(z)\,dz .$$

Acceptors of density $N_A$ are fully ionized for $0<z<W$ and neutral beyond, so the depletion charge is $-eN_{dep}$ per area, with $N_{dep}=N_AW$ and $e>0$. Charge fixed at the interface only adds a constant to the gate voltage. Parts (c) to (f) also assume zero temperature, one occupied subband, the Hartree (mean-field) potential and an impenetrable wall at $z=0$.

**(a) Express the band bending through the centroid. What length follows from the total layer charge and the total voltage it causes?**

Let the potential $\phi$ vanish in the neutral bulk, and let $F=-d\phi/dz$. The charge density is $-e(n+N_A)$ inside the depletion region. Since $F=0$ beyond $W$, integrating Gauss's law from $z$ to the bulk gives

$$\epsilon F(z)=e\int_z^\infty\left[n(z')+N_A\theta(W-z')\right]dz' .$$

The surface potential is $\phi_s=\int_0^\infty F\,dz$. In the double integral, a charge at $z'$ is counted for every $z$ between $0$ and $z'$. Exchanging the order of integration therefore gives it the weight $z'$:

$$\phi_s=\frac e\epsilon\left[\int_0^\infty z'n(z')\,dz'+N_A\int_0^W z'\,dz'\right]
=\frac e\epsilon\left[Nz_{av}+\frac{N_{dep}W}{2}\right].$$

Only the first moment of the electron density enters, whatever its shape. The second term is the depletion part $\phi_{dep}=eN_{dep}^2/(2\epsilon N_A)$. The total charge divided by the total voltage due to the layer is

$$\frac{eN}{\phi_s-\phi_{dep}}=\frac{\epsilon}{z_{av}} .$$

The static length is thus the centroid.

**(b) Now change $N$ at fixed $N_{dep}$, reading the gate voltage $V_{GB}$ against the bulk. Find the length that replaces $z_{av}$, and evaluate it for $z_{av}\propto N^{-1/3}$.**

The field in the oxide ends on all the semiconductor charge, so the oxide drop is $e(N+N_{dep})/C_{ox}$. Apart from a constant,

$$V_{GB}=\frac{e(N+N_{dep})}{C_{ox}}+\frac e\epsilon\left[Nz_{av}+\frac{N_{dep}^2}{2N_A}\right].$$

At fixed $N_{dep}$ the last term is constant, and the gate charge changes by $e\,dN$. Hence

$$\frac{dV_{GB}}{d(eN)}=\frac1{C_{ox}}+\frac{z_d}{\epsilon},\qquad
z_d=\frac{\partial(Nz_{av})}{\partial N}=z_{av}+N\frac{\partial z_{av}}{\partial N}.$$

The differential inversion capacitance is $\epsilon/z_d$. To see what $z_d$ means, write the moment as an integral:

$$z_d=\int_0^\infty z\,\frac{\partial n(z)}{\partial N}\,dz,\qquad \int_0^\infty\frac{\partial n}{\partial N}\,dz=1 .$$

So $z_d$ is the centroid of the *change* of density. That change contains the added electrons and also the displacement of those already present. If the stronger field pulls the old electrons towards the interface, $z_d<z_{av}$.

For a power law $z_{av}=AN^{-p}$,

$$z_d=\frac{d}{dN}\left(AN^{1-p}\right)=(1-p)AN^{-p}=(1-p)z_{av}.$$

With $p=1/3$,

$$z_d=\tfrac23z_{av},\qquad \frac{\epsilon}{z_d}=\frac32\,\frac{\epsilon}{z_{av}} .$$

A rigid layer, $p=0$, would give equal lengths.

**(c) Show that the exponent $1/3$ follows from the Hartree equation when there is no depletion charge.**

Measure the electron's potential energy from the band edge at the interface, so that $V(0)=0$ and $V(z)=e\int_0^zF\,dz''$. With $n=N\psi^2$ and $\int\psi^2dz=1$, an electron at $z'$ contributes a constant field for $z''<z'$ and none beyond, hence the factor $\min(z,z')$:

$$V(z)=\frac{e^2}{\epsilon}\left[N_{dep}z-\frac{N_Az^2}{2}+N\int_0^\infty\min(z,z')\,\psi^2(z')\,dz'\right].$$

The wave function obeys

$$-\frac{\hbar^2}{2m_z}\psi''+V\psi=E_0\psi,\qquad \psi(0)=0 .$$

Set $N_{dep}=N_A=0$ and write $z=\ell x$, $\psi=\ell^{-1/2}u(x)$. The kinetic term carries the factor $\hbar^2/(m_z\ell^2)$ and the potential the factor $e^2N\ell/\epsilon$. They are equal if

$$\ell=\left(\frac{\hbar^2\epsilon}{m_ze^2N}\right)^{1/3}.$$

Dividing by the common factor leaves

$$-\frac12u''+\left[\int_0^\infty\min(x,x')u^2(x')\,dx'\right]u=\lambda u ,$$

which contains no parameter. Its ground state has a centroid $c$ that is a pure number, so $z_{av}=c\,\ell\propto N^{-1/3}$. A numerical self-consistent solution gives $c=1.789$. Between $N=10^{12}$ and $2\times10^{12}\ \mathrm{cm^{-2}}$ it gives the exponent $-0.3333$, and at the upper density $z_d/z_{av}=0.6667$. These densities only test the scaling, with all electrons placed in one level. Without depletion charge the potential saturates far from the wall, at a height above $E_0$ that grows as $N^{2/3}$, while $E_F-E_0$ grows as $N$. With the silicon parameters of part (g) the two are 8.8 and 12.6 meV at $2\times10^{12}\ \mathrm{cm^{-2}}$, so one bound subband holds all electrons only below about $0.7\times10^{12}\ \mathrm{cm^{-2}}$.

The argument needs all electrons to share one $\psi$. A second occupied subband, a temperature or an exchange energy would each bring in another scale.

**(d) Depletion charge is present in a real layer. Use the trial function $\psi\propto z\,e^{-bz/2}$ to find how the ratio $z_d/z_{av}$ depends on it.**

Since $\int_0^\infty z^2e^{-bz}dz=2/b^3$, the normalized function is $\psi=(b^3/2)^{1/2}ze^{-bz/2}$. Its centroid is

$$z_{av}=\frac{b^3}{2}\int_0^\infty z^3e^{-bz}dz=\frac{b^3}{2}\,\frac{6}{b^4}=\frac3b .$$

For the kinetic energy, $\psi'=(b^3/2)^{1/2}(1-bz/2)e^{-bz/2}$, so

$$\frac{\hbar^2}{2m_z}\,\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz
=\frac{\hbar^2}{2m_z}\,\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{\hbar^2b^2}{8m_z}.$$

The electron repulsion needs the mean of $\min(z,z')$ over two independent electrons. With $t=bz$, the probability of lying beyond $t$ is

$$P(t)=\int_t^\infty\frac{s^2}{2}e^{-s}ds=e^{-t}\left(1+t+\frac{t^2}{2}\right).$$

The smaller of two positions exceeds $t$ only if both do, which has probability $P^2$. Therefore

$$b\,\langle\min\rangle=\int_0^\infty P^2dt=\int_0^\infty e^{-2t}\left(1+2t+2t^2+t^3+\frac{t^4}{4}\right)dt$$

$$=\frac12+\frac12+\frac12+\frac38+\frac3{16}=\frac{33}{16}.$$

In the total energy each pair counts once, so the repulsion per electron has a factor $1/2$. The term $N_Az^2/2$ is dropped. Relative to $N_{dep}z$ its mean is $\langle z^2\rangle/(2Wz_{av})=2z_{av}/(3W)$, because $\langle z^2\rangle=12/b^2$; this is small for a wide depletion region. The energy per electron, without motion along the layer, is then

$$w(b)=\frac{\hbar^2b^2}{8m_z}+\frac{e^2}{\epsilon b}\left(3N_{dep}+\frac{33}{32}N\right)
=\frac{\hbar^2b^2}{8m_z}+\frac{3e^2N^*}{\epsilon b},\qquad N^*=N_{dep}+\frac{11}{32}N .$$

Setting $dw/db=0$ gives $\hbar^2b/(4m_z)=3e^2N^*/(\epsilon b^2)$, or

$$b^3=\frac{12m_ze^2N^*}{\epsilon\hbar^2}.$$

So $z_{av}\propto(N^*)^{-1/3}$, a power of $N^*$ and not of $N$. At fixed $N_{dep}$,

$$\frac{N}{z_{av}}\frac{\partial z_{av}}{\partial N}=-\frac13\,\frac{11N/32}{N^*}=-\frac f3,\qquad f=\frac{11N/32}{N_{dep}+11N/32},$$

$$\boxed{\frac{z_d}{z_{av}}=1-\frac f3}$$

For few electrons $f\to0$: the depletion field fixes the shape, and the two lengths agree. For $N\gg(32/11)N_{dep}$, $f\to1$ and the ratio falls to $2/3$. Within this trial function, two thirds is the limit of a layer confined by its own charge.

**(e) Suppose the voltage is read between gate and channel. Which length does it sense at fixed $N_{dep}$?**

A voltmeter compares Fermi levels. The channel contact follows the Fermi level of the layer, which lies above the band edge at the interface by

$$\mu=E_0+\frac ND ,$$

where $D$ is the constant density of states per area of the subband. The gate-to-channel voltage is, apart from a constant, $V_{GC}=e(N+N_{dep})/C_{ox}+\mu/e$. Thus

$$\frac{dV_{GC}}{d(eN)}=\frac1{C_{ox}}+\frac{z_\mu}{\epsilon},\qquad z_\mu=\frac{\epsilon}{e^2}\,\frac{\partial\mu}{\partial N}.$$

To evaluate it with the trial function, first find $E_0$. The level of one electron contains the full repulsion, not half of it, so $E_0=w+(e^2N/2\epsilon)(33/16b)$. With $1/b=z_{av}/3$,

$$E_0=w+\frac{e^2}{\epsilon}\,\frac{11}{32}\,Nz_{av}.$$

Because $w$ is stationary in $b$, its derivative along the minimum is the explicit one, $\partial w/\partial N=(3e^2/\epsilon b)(11/32)=(e^2/\epsilon)(11/32)z_{av}$. Hence

$$\frac{\partial E_0}{\partial N}=\frac{e^2}{\epsilon}\,\frac{11}{32}\left(z_{av}+z_{av}+N\frac{\partial z_{av}}{\partial N}\right),$$

$$z_\mu=\frac{11}{32}\,z_{av}\left(2-\frac f3\right)+\frac{\epsilon}{e^2D}.$$

At $N_{dep}=0$ the first term is $(55/96)z_{av}=0.573\,z_{av}$, against $0.590\,z_{av}$ from the numerical Hartree solution. It is not $\frac23z_{av}$, and the density-of-states term comes on top. The length $\frac23z_{av}$ therefore belongs to $V_{GB}$, not to $V_{GC}$. The level $E_0\propto N^{2/3}$ does obey a two-thirds rule of its own, but relative to its static length $\epsilon E_0/(e^2N)$, which is $0.885\,z_{av}$ in the Hartree solution, and not relative to the centroid.

**(f) How can $z_d$ be read at all? What happens if channel and bulk are simply tied together?**

Consider the energy per area of the layer,

$$U(N,N_{dep})=\min_\psi\left\{N\langle T\rangle+N\langle V_{dep}\rangle+\frac{e^2N^2}{2\epsilon}\langle\min\rangle\right\}+\frac{N^2}{2D},$$

with $T$ the kinetic energy and $V_{dep}=(e^2/\epsilon)(N_{dep}z-N_Az^2/2)$. Since $\psi$ is stationary at fixed norm, only explicit derivatives survive:

$$\frac{\partial U}{\partial N}=\langle T\rangle+\langle V_{dep}\rangle+\frac{e^2N}{\epsilon}\langle\min\rangle+\frac ND=\mu,\qquad
\frac{\partial U}{\partial N_{dep}}=\frac{e^2}{\epsilon}Nz_{av},$$

the latter at fixed $N_A$. Mixed second derivatives are equal, so

$$\left.\frac{\partial\mu}{\partial N_{dep}}\right|_N=\frac{e^2}{\epsilon}\left.\frac{\partial(Nz_{av})}{\partial N}\right|_{N_{dep}}=\frac{e^2}{\epsilon}z_d .$$

The length $z_d$ is a cross response. It describes how the channel's Fermi level answers to charge placed behind it, or how the potential behind the layer answers to charge placed in it. An ideal measurement follows: freeze the acceptor charge, leave a back electrode open so that its charge is fixed, drive the channel density with the gate, and read the gate against the back electrode with an electrometer.

If channel and bulk are tied, $V_{GB}-V_{GC}$ is constant and $N_{dep}$ must adjust. The condition is

$$\frac{e^2}{\epsilon}\left[Nz_{av}+\frac{N_{dep}^2}{2N_A}\right]-\mu=\text{const}.$$

Take its differential, using $N_{dep}/N_A=W$ and the cross response just found:

$$z_d\,dN+\left(N\frac{\partial z_{av}}{\partial N_{dep}}+W\right)dN_{dep}=z_\mu\,dN+z_d\,dN_{dep},$$

$$\frac{dN_{dep}}{dN}=\frac{z_\mu-z_d}{W+N\,\partial z_{av}/\partial N_{dep}-z_d}\approx\frac{z_\mu-z_d}{W}.$$

The change of depletion charge is tiny when $W$ is large, but it acts over the distance $W$. Its contribution to the band bending, expressed as a length, is $W\,dN_{dep}/dN\approx z_\mu-z_d$, which turns $z_d$ into $z_\mu$. A nearly constant depletion charge does not imply a constant depletion voltage.

**(g) Evaluate the lengths for a silicon transistor at 4.2 K, and judge the model.**

Take a (100) surface with rough typical parameters: relative permittivities 11.7 and 3.9, masses $m_z=0.916$ and $m_t=0.19$ in free-electron masses, two valleys, $N=2\times10^{12}\ \mathrm{cm^{-2}}$, $N_{dep}=10^{11}\ \mathrm{cm^{-2}}$, $N_A=10^{15}\ \mathrm{cm^{-3}}$ and 3 nm of oxide. Then $W=1000$ nm.

The trial function needs $11N/32=6.875\times10^{11}\ \mathrm{cm^{-2}}$, so $N^*=7.875\times10^{11}\ \mathrm{cm^{-2}}$ and

$$f=\frac{6.875}{7.875}=0.873,\qquad \frac{z_d}{z_{av}}=1-\frac{0.873}{3}=0.709 .$$

| Quantity | Trial function | Hartree solution |
|---|---|---|
| $z_{av}$ (nm) | 2.49 | 2.35 |
| $z_d/z_{av}$ | 0.709 | 0.715 |
| $z_\mu$ (nm) | 1.87 | 1.85 |

The trial centroid is about 6% above the Hartree one, while the ratio is much closer. The Hartree differential length is $z_d=1.68$ nm. Three separate calculations agree on it to better than 0.001 nm: the derivative of the moment, the band bending from a double integral of the charge, and the response of $\mu$ to $N_{dep}$.

The inversion capacitance is $\epsilon/z_{av}=4.40\ \mathrm{\mu F/cm^2}$ statically and $\epsilon/z_d=6.15\ \mathrm{\mu F/cm^2}$ differentially, a factor 1.40 and not yet 1.5. In series with $C_{ox}=1.15\ \mathrm{\mu F/cm^2}$ they give 0.912 and 0.970 $\mathrm{\mu F/cm^2}$. Using the static centroid would thus underestimate the differential gate-to-bulk capacitance at fixed $N_{dep}$ by about 6%.

The gate-to-channel length, 1.85 nm, is close to $z_d$ here because two terms happen to add up: 1.44 nm from the level $E_0$ and 0.41 nm from the density of states. The chosen parameters give a band bending of 0.85 V, less than a direct short between channel and bulk needs in silicon, whose gap is about 1.2 eV. The constant in the condition of part (f) therefore stands here for a fixed forward bias between the two. With the bulk held at that bias, equilibrium requires $dN_{dep}/dN=1.64\times10^{-4}$. Multiplied by 1000 nm this is 0.16 nm, the difference between $z_\mu$ and $z_d$. At 4.2 K the holes of so lightly doped a bulk are frozen out, so the depletion edge would not follow a capacitance signal; the number describes equilibrium only.

Raising $N$ at fixed $N_{dep}$ moves the Hartree ratio towards two thirds, but the single-subband condition sets an end:

| $N$ ($10^{12}\ \mathrm{cm^{-2}}$) | $z_d/z_{av}$ | $E_F-E_0$ (meV) | gap to next subband (meV) |
|---|---|---|---|
| 0.5 | 0.793 | 3.2 | 11.3 |
| 1 | 0.748 | 6.3 | 13.7 |
| 2 | 0.715 | 12.6 | 17.2 |
| 4 | 0.694 | 25.2 | 22.8 |

The last row is outside the model, since the Fermi level has passed the next subband. In the Hartree solution this happens at $3.4\times10^{12}\ \mathrm{cm^{-2}}$, where $f=0.92$ and the trial formula still gives 0.69. Within the Hartree model at this depletion charge, two thirds is approached but not reached with one subband. The limiting density is sensitive to the omissions treated below: it falls to about $2.7\times10^{12}\ \mathrm{cm^{-2}}$ with the image term alone and rises to about $5.9\times10^{12}\ \mathrm{cm^{-2}}$ with exchange and image together.

Two of the omissions can be sized at $N=2\times10^{12}\ \mathrm{cm^{-2}}$. A local exchange potential, with an isotropic-mass estimate, draws the layer in; the image potential of the oxide pushes it out.

| Potential | $z_{av}$ (nm) | $z_d$ (nm) | ratio |
|---|---|---|---|
| Hartree | 2.35 | 1.68 | 0.715 |
| with exchange | 2.21 | 1.59 | 0.720 |
| with image | 2.57 | 1.78 | 0.692 |
| with both | 2.42 | 1.68 | 0.695 |

The two shifts largely cancel in the lengths. The image term treats the oxide as infinitely thick; the metal gate 3 nm away has an image of its own, which weakens the outward push and changes the last row to 2.36 nm, 1.67 nm and 0.71. Correlation is also left out, so the remaining error is not bounded by this table. Penetration into the oxide can be estimated for a 3.1 eV barrier and an oxide mass of 0.5. Matching $\psi$ and $\psi'/m$ to a decay $e^{\kappa z}$ moves the apparent wall outward by $m_{ox}/(m_z\kappa)=0.09$ nm. Treated as a rigid shift, this shortens both lengths by that amount and lowers the Hartree ratio to about 0.70.

These numbers describe a lightly doped cryogenic device. The thermal energy at 4.2 K is 0.36 meV, well below the 4.6 meV between the Fermi level and the next subband. At 300 K it is 26 meV, more than the whole gap, so several subbands fill and neither the $N^{-1/3}$ law nor the ratios above can be carried over. The oxide field is 0.97 MV/cm, well below a breakdown field of roughly 10 MV/cm. A crude tunnelling estimate, with attempts at the rate $E_0/h$ on a rectangular barrier, gives an escape time of order $10^3$ s. It depends exponentially on the oxide mass and falls to some tens of seconds for a mass of 0.4, still long compared with a capacitance signal.

Scaled bulk transistors are doped far more heavily, roughly $10^{18}\ \mathrm{cm^{-3}}$, with $N_{dep}$ of a few $10^{12}\ \mathrm{cm^{-2}}$. For $N_{dep}=3\times10^{12}\ \mathrm{cm^{-2}}$ and the same $N$, the trial formula gives $f=0.19$ and a ratio of 0.94. At that density the differential length is nearly the centroid. At an on-state density of $10^{13}\ \mathrm{cm^{-2}}$ the same formula gives $f=0.53$ and a ratio of 0.82. In neither case is a correction by two thirds right, even at low temperature.

## Computed results

```
inputs: eps_si 11.7, eps_ox 3.9, m_z 0.916, m_t 0.19, valleys 2
N = 2.00e+12, N_dep = 1.00e+11 cm^-2; N_A = 1.0e+15 cm^-3
oxide 3.0 nm, barrier 3.1 eV, oxide mass 0.5, T 4.2 K
depletion width W = 1000.0 nm
band bending, double integral = 0.84611 V
band bending, moment formula  = 0.84611 V
  depletion part 0.77330 V, layer part 0.07281 V
Hartree centroid z_av = 2.3540 nm
z_d = d(N z_av)/dN    = 1.6838 nm, ratio z_d/z_av = 0.7153
z_d from band bending = 1.6838 nm
z_d from dmu/dN_dep   = 1.6837 nm
z_mu (gate-channel)   = 1.8472 nm, of which 1/(K D) = 0.4073 nm
N_dep=0: z_av = 2.4882 nm, exponent = -0.33335
N_dep=0: z_d/z_av = 0.66667, pure number c = 1.7892
N_dep=0: (z_mu-1/(K D))/z_av = 0.5901
trial function: coefficient 11/32, f = 0.8730
trial: z_av = 2.4862 nm, ratio = 0.7090, z_mu = 1.8679 nm
tied bulk: dN_dep/dN = 1.641e-04, formula 1.641e-04
tied bulk: W dN_dep/dN = 0.1641 nm, (1/K) dmu/dN = 1.8475 nm
C_ox = 1.1510, static eps/z_av = 4.4007, eps/z_d = 6.1525 uF/cm^2
C_ox in series: with z_av 0.9124, with z_d 0.9696 uF/cm^2
sweep at fixed N_dep: N cm^-2, z_av nm, z_d nm, ratio, trial ratio, E_F meV, gap meV
  5.0e+11 3.329 2.640 0.7929 0.7893 3.15 11.34
  1.0e+12 2.837 2.122 0.7480 0.7418 6.30 13.65
  2.0e+12 2.354 1.684 0.7153 0.7090 12.60 17.24
  4.0e+12 1.917 1.331 0.6940 0.6893 25.20 22.79
E_0 = 70.71 meV, E_F - E_0 = 12.60 meV
gap to next level: same ladder 17.24, light-mass ladder 18.02 meV
second subband fills (Hartree) at N = 3.36e+12 cm^-2
with exchange: z_av 2.2118 nm, z_d 1.5915 nm, ratio 0.7196
with image: z_av 2.5719 nm, z_d 1.7784 nm, ratio 0.6915
with exchange+image: z_av 2.4191 nm, z_d 1.6801 nm, ratio 0.6945
wall penetration shifts lengths by about 0.086 nm
thermal energy: 0.362 meV at 4.2 K, 25.85 meV at 300 K
oxide field = 0.974 MV/cm
rough tunnelling escape time = 2.4e+03 s
```
